# Second-order Doppler shift of 57Fe: mean square velocity, heat and zero-point motion: a numerical check

```python
"""Second-order Doppler shift of a recoilless nuclear line.

Result under test: shift/E0 = -<v^2>/(2 c^2), hence in Doppler velocity
  classical slope   = -3 k/(2 M c)
  Debye, T = 0      = -9 k Theta/(16 M c)
E0: transition energy, M: nuclear mass, <v^2>: mean square velocity,
Theta: Debye temperature, k: Boltzmann constant, c: speed of light.
Model tests use hbar = k = 1 and unit mass unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import minimize_scalar


# --- Spectrum received from an oscillating relativistic emitter (c = 1)
def carrier_shift(beta, periods=200, points=64):
    """Peak displacement of the central line; rest frequency is 1."""
    vib = beta                      # makes the Doppler phase of order one
    t_end = periods * np.pi / vib
    t = np.linspace(-t_end, t_end, periods * points + 1)
    v = beta * np.cos(vib * t)
    x = beta / vib * np.sin(vib * t)
    proper = cumulative_trapezoid(np.sqrt(1 - v**2), t, initial=0.0)
    arrival = t - x                 # retardation for an observer on +x
    weight = np.exp(-0.5 * (6 * t / t_end)**2) * (1 - v)

    def minus_amplitude(offset):
        phase = (1 + offset) * arrival - proper
        return -abs(np.sum(weight * np.exp(1j * phase)))

    best = minimize_scalar(minus_amplitude, bounds=(-beta**2, beta**2 / 2),
                           method="bounded", options={"xatol": 1e-11})
    return best.x


beta = 0.02
mean_v2 = quad(lambda a: (beta * np.cos(a))**2, 0, 2*np.pi)[0] / (2*np.pi)
peak_shift = carrier_shift(beta)
# neglected fourth-order terms are of relative size beta^2
assert abs(peak_shift / (-mean_v2 / 2) - 1) < 1e-3


# --- Mass change of one atom in a 3D lattice, fixed phonon occupations
side = 5
chain = 2*np.eye(side) - np.eye(side, k=1) - np.eye(side, k=-1)
one = np.eye(side)
springs = (np.kron(np.kron(chain, one), one)
           + np.kron(np.kron(one, chain), one)
           + np.kron(np.kron(one, one), chain))
centre = side**3 // 2


def lattice_frequencies(centre_mass):
    mass = np.ones(side**3)
    mass[centre] = centre_mass
    return np.sqrt(np.linalg.eigvalsh(springs / np.sqrt(np.outer(mass, mass))))


squares, vectors = np.linalg.eigh(springs)
freq = np.sqrt(squares)
step = 1e-4
freq_change = (lattice_frequencies(1 + step)
               - lattice_frequencies(1 - step)) / (2 * step)
for temp in (0.02, 0.7, 5.0):
    quanta = 0.5 / np.tanh(freq / (2 * temp))       # n + 1/2
    energy_change = np.sum(quanta * freq_change)
    kinetic = np.sum(vectors[centre]**2 * freq * quanta) / 2
    assert abs(energy_change / (-kinetic) - 1) < 1e-5


# --- Thermal kinetic energy by diagonalization on a grid
def thermal_kinetic(potential, temp, half_width=8.0, size=240):
    x = np.linspace(-half_width, half_width, size)
    dx = x[1] - x[0]
    diff = np.subtract.outer(np.arange(size), np.arange(size))
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kin = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / dx**2
    energy, state = np.linalg.eigh(kin + np.diag(potential(x)))
    prob = np.exp(-(energy - energy[0]) / temp)
    return np.sum(prob * np.sum(state * (kin @ state), axis=0)) / prob.sum()


for temp in (0.1, 0.6, 2.0 / 3.0):
    exact = thermal_kinetic(lambda x: x**2 / 2, temp)
    assert abs(exact / (0.25 / np.tanh(0.5 / temp)) - 1) < 1e-6
# strongly anharmonic well: equipartition, with a small quantum remainder
quartic_ratio = thermal_kinetic(lambda x: x**4 / 4, 20.0) / (20.0 / 2)
assert abs(quartic_ratio - 1) < 5e-3


# --- Debye energy per atom in units of k Theta; t = T/Theta
def debye_energy(t):
    def integrand(y):
        coth = 1.0 if t == 0 else 1 / np.tanh(y / (2 * t))
        return 4.5 * y**3 * coth
    return quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


radius = 20
axis = np.arange(-radius, radius + 1)
qx, qy, qz = np.meshgrid(axis, axis, axis)
q = np.sqrt(qx**2 + qy**2 + qz**2).ravel()
q = q[(q > 0) & (q <= radius)]
y_modes = q / (3 * q.size / (4 * np.pi))**(1 / 3)
zero_sum = 3 * np.mean(y_modes / 2)
assert abs(zero_sum / (9 / 8) - 1) < 2e-3           # finite mode number
for t in (0.2, 0.75, 2.0):
    mode_sum = 3 * np.mean(y_modes / 2 / np.tanh(y_modes / (2 * t)))
    assert abs(mode_sum / debye_energy(t) - 1) < 2e-3
thermal_low = debye_energy(0.05) - debye_energy(0)
assert abs(thermal_low / (3 * np.pi**4 / 5 * 0.05**4) - 1) < 1e-4
excess_high = debye_energy(5.0) / 15.0 - 1
assert abs(excess_high / (1 / (20 * 5.0**2)) - 1) < 2e-3


# --- Averaging of the fluctuating shift: sampled Debye velocities
# Unit-variance Gaussian velocity component, Debye frequency 1.
rng = np.random.default_rng(57)
n_time, dt, n_window = 8192, np.pi / 4, 2048
omega = 2 * np.pi * np.fft.rfftfreq(n_time, dt)
density = np.where(omega <= 1, 3 * omega**2, 0.0)
scale = np.sqrt(density * omega[1] / 4)
integrals = []
for batch in range(4):
    shape = (400, omega.size)
    amp = (rng.standard_normal(shape) + 1j*rng.standard_normal(shape)) * scale
    vel = np.fft.irfft(amp, n=n_time, axis=1) * n_time
    blocks = (vel**2).reshape(400, n_time // n_window, n_window)
    integrals.append(blocks.sum(axis=2).ravel() * dt)
growth = np.var(np.concatenate(integrals)) / (n_window * dt)
growth_formula = 18 * np.pi / 5
# sampling error is about 2 percent, finite-window error about 1 percent
assert abs(growth / growth_formula - 1) < 0.08

# --- Worked example: 57Fe with rounded inputs, model Debye crystals
mass_u = 57.0
E0 = 14.4e3                                         # eV
theta, theta_soft = 400.0, 200.0                    # K
k_eV = const.k / const.e
Mc2 = mass_u * const.atomic_mass * const.c**2 / const.e
c_mm = const.c * 1e3


def shift_mm(temp, debye_temp):
    mean_v2_over_c2 = k_eV * debye_temp * debye_energy(temp/debye_temp) / Mc2
    return -c_mm * mean_v2_over_c2 / 2


def local_slope(temp, debye_temp, h=0.5):
    return (shift_mm(temp + h, debye_temp)
            - shift_mm(temp - h, debye_temp)) / (2 * h)


slope = -3 * const.k / (2 * mass_u * const.atomic_mass * const.c) * 1e3
zero_point = -9 * k_eV * theta / (16 * Mc2) * c_mm
assert abs(slope - (-7.3e-4)) < 0.05e-4
assert abs(local_slope(20 * theta, theta) / slope - 1) < 1e-3
assert abs(shift_mm(0.005 * theta, theta) / zero_point - 1) < 1e-6
assert abs(zero_point / (slope * 3 * theta / 8) - 1) < 1e-10

room = 300.0
unit_shift = E0 * k_eV * room / (2 * Mc2)           # eV per component
spread = np.sqrt(6) * unit_shift
residual = 3 * growth_formula * unit_shift**2 / (k_eV * theta)
natural = const.hbar / const.e / 1.4e-7             # rough lifetime in s
assert residual < 1e-4 * natural

print("TESTS")
print(f"emitter speed amplitude / c            {beta:.3f}")
print(f"central-line shift / rest frequency    {peak_shift:.6e}")
print(f"-<v^2>/(2c^2) for this emitter         {-mean_v2/2:.6e}")
print(f"lattice energy change / (-kinetic)     {energy_change/-kinetic:.7f}")
print(f"quartic well: kinetic energy / (kT/2)  {quartic_ratio:.5f}")
print(f"discrete Debye zero-point U/(k Theta)  {zero_sum:.5f}")
print(f"integrated Debye U/(k Theta) at T=0    {debye_energy(0):.5f}")
print(f"sampled phase-variance coefficient     {growth:.2f}")
print(f"formula 18 pi/5                        {growth_formula:.2f}")
print("INPUTS")
print(f"mass of 57Fe, rounded                  {mass_u:.1f} u")
print(f"transition energy E0, rounded          {E0:.0f} eV")
print(f"Debye temperature, main crystal        {theta:.0f} K")
print(f"Debye temperature, soft crystal        {theta_soft:.0f} K")
print("INTERMEDIATE VALUES")
print(f"rest energy M c^2                      {Mc2:.4e} eV")
print(f"relative mass change E0/(M c^2)        {E0/Mc2:.3e}")
print(f"k Theta, main crystal                  {k_eV*theta:.5f} eV")
print(f"zero-point U per atom                  {9*k_eV*theta/8:.5f} eV")
print(f"<v^2>/c^2 at 0 K                       {-2*zero_point/c_mm:.4e}")
print(f"<v^2>/c^2 at 300 K    {-2*shift_mm(room, theta)/c_mm:.4e}")
print("MAIN RESULTS")
print(f"classical slope                        {slope:.3e} mm/s per K")
print(f"classical slope                        {slope/c_mm*E0:.3e} eV per K")
print(f"zero-point shift                       {zero_point:.4f} mm/s")
print(f"zero-point shift                       {zero_point/c_mm*E0:.3e} eV")
print(f"equivalent classical temperature       {zero_point/slope:.1f} K")
print("MAIN CRYSTAL: T (K), shift, classical line (mm/s), slope/classical")
for T in (50.0, 100.0, 200.0, 300.0, 400.0, 800.0):
    print(f"{T:5.0f}  {shift_mm(T, theta):8.4f}  {slope*T:8.4f}"
          f"  {local_slope(T, theta)/slope:7.4f}")
print(f"shift(300 K) - shift(0 K)  {shift_mm(room, theta)-zero_point:.4f} mm/s")
print("MAIN MINUS SOFT CRYSTAL: T (K), shift difference (mm/s)")
for T in (0.0, 100.0, 300.0, 800.0):
    print(f"{T:5.0f}  {shift_mm(T, theta)-shift_mm(T, theta_soft):8.4f}")
print("LINE WIDTH AT 300 K, CLASSICAL ESTIMATE, MAIN CRYSTAL")
print(f"rms spread of instantaneous shift      {spread:.2e} eV")
print(f"residual full width after averaging    {residual:.2e} eV")
print(f"natural width, from lifetime 1.4e-7 s  {natural:.1e} eV (rough)")
print("PASS")
```

Running it gives:

```
TESTS
emitter speed amplitude / c            0.020
central-line shift / rest frequency    -1.000285e-04
-<v^2>/(2c^2) for this emitter         -1.000000e-04
lattice energy change / (-kinetic)     1.0000000
quartic well: kinetic energy / (kT/2)  1.00189
discrete Debye zero-point U/(k Theta)  1.12504
integrated Debye U/(k Theta) at T=0    1.12500
sampled phase-variance coefficient     10.93
formula 18 pi/5                        11.31
INPUTS
mass of 57Fe, rounded                  57.0 u
transition energy E0, rounded          14400 eV
Debye temperature, main crystal        400 K
Debye temperature, soft crystal        200 K
INTERMEDIATE VALUES
rest energy M c^2                      5.3095e+10 eV
relative mass change E0/(M c^2)        2.712e-07
k Theta, main crystal                  0.03447 eV
zero-point U per atom                  0.03878 eV
<v^2>/c^2 at 0 K                       7.3035e-13
<v^2>/c^2 at 300 K    1.5879e-12
MAIN RESULTS
classical slope                        -7.298e-04 mm/s per K
classical slope                        -3.506e-11 eV per K
zero-point shift                       -0.1095 mm/s
zero-point shift                       -5.259e-09 eV
equivalent classical temperature       150.0 K
MAIN CRYSTAL: T (K), shift, classical line (mm/s), slope/classical
   50   -0.1108   -0.0365   0.1382
  100   -0.1227   -0.0730   0.5031
  200   -0.1739   -0.1460   0.8254
  300   -0.2380   -0.2190   0.9165
  400   -0.3064   -0.2919   0.9517
  800   -0.5912   -0.5839   0.9876
shift(300 K) - shift(0 K)  -0.1285 mm/s
MAIN MINUS SOFT CRYSTAL: T (K), shift difference (mm/s)
    0   -0.0547
  100   -0.0358
  300   -0.0142
  800   -0.0055
LINE WIDTH AT 300 K, CLASSICAL ESTIMATE, MAIN CRYSTAL
rms spread of instantaneous shift      8.59e-09 eV
residual full width after averaging    1.21e-14 eV
natural width, from lifetime 1.4e-7 s  4.7e-09 eV (rough)
PASS
```
